# Charge Conjugation of Decoupled Dirac Blocks and Its Breaking by Kinetic Balance

**Setting.** An electron in a static external field has the Dirac Hamiltonian

$$h[A,V]=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta mc^2+V=\begin{pmatrix} V+mc^2 & c\,\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)\\ c\,\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)& V-mc^2\end{pmatrix}.$$

Hartree atomic units are used, with $m=1$ kept visible. $V$ is the potential energy of the electron, and the charge is absorbed in $\mathbf A$, so reversing the charge reverses both. The fields are real and bounded, $V$ is a scalar function, and $\|V\|<mc^2$. Braces denote the anticommutator. The parts ask how the positive- and negative-energy blocks of the decoupled Hamiltonian are related, and whether a finite basis respects the relation.

## (a) The gap and the sign operator

**Question.** Show that $h$ has no spectrum near zero, and that $S=\operatorname{sign}h$ satisfies $\{\beta,S\}\ge 0$.

**Solution.** The matrix $\beta$ anticommutes with every $\alpha_i$ and commutes with $V$. The kinetic term therefore drops out of

$$\{\beta,h\}=2mc^2+2\beta V\ \ge\ 2\delta,\qquad \delta=mc^2-\|V\|>0 .$$

For a normalized $\psi$ this gives $2\delta\le 2\,\mathrm{Re}\langle\beta\psi,h\psi\rangle\le 2\|h\psi\|$, because $\beta$ is unitary. Hence $\|h\psi\|\ge\delta$: the interval $(-\delta,\delta)$ is free of spectrum, and $S$ is well defined with $S^2=1$.

For real $\lambda\neq0$, $\int_{-\infty}^{\infty}dt\,(\lambda+it)^{-1}=\pi\operatorname{sign}\lambda$, where the integral is taken between symmetric limits so that the odd imaginary part cancels. Put $R=(h+it)^{-1}$. Then $\int R\,dt=\int R^\dagger dt=\pi S$. Since $R^{-1}=h+it$ and $(R^\dagger)^{-1}=h-it$,

$$\beta R+R^\dagger\beta=R^\dagger\big[(h-it)\beta+\beta(h+it)\big]R=R^\dagger\{\beta,h\}R\ \ge\ 2\delta R^\dagger R .$$

Now $R^\dagger R=(h^2+t^2)^{-1}$, whose integral over $t$ is $\pi|h|^{-1}$. Integrating and dividing by $\pi$ gives

$$\{\beta,S\}\ \ge\ 2\delta\,|h|^{-1}\ \ge\ 0 .$$

For a free particle $S=h/E_p$ with $E_p=\sqrt{m^2c^4+c^2p^2}$, so $\{\beta,S\}=2mc^2/E_p$. This tends to zero at large momentum, so no positive constant could replace the right-hand side.

## (b) A definite decoupling transformation

**Question.** Show that

$$U=(1+\beta S)\,G^{-1/2},\qquad G=2+\beta S+S\beta,$$

is unitary, and that $UhU^\dagger$ is block diagonal with the positive energies in the upper block.

**Solution.** By (a), $G\ge2$, so $G^{-1/2}$ exists and is bounded. $G$ commutes with $\beta$, because $\beta(\beta S+S\beta)=S+\beta S\beta=(\beta S+S\beta)\beta$. The same calculation with $\beta$ and $S$ exchanged shows that it commutes with $S$. Using $\beta^2=S^2=1$,

$$(1+\beta S)^\dagger(1+\beta S)=(1+S\beta)(1+\beta S)=2+\beta S+S\beta=G,$$

and the product in the other order is also $G$. Therefore $U^\dagger U=UU^\dagger=1$. Next,

$$(1+\beta S)S=S+\beta=\beta(\beta S+1)\quad\Rightarrow\quad US=\beta U\quad\Rightarrow\quad USU^\dagger=\beta .$$

Since $h$ commutes with $S$, $UhU^\dagger$ commutes with $\beta$, so $UhU^\dagger=\mathrm{diag}(h_+,h_-)$. The subspace $S=+1$ is carried to $\beta=+1$, which puts the positive energies in $h_+$.

This $U$ is the canonical choice. If $W$ is another unitary that decouples $h$ with the same ordering, then $W S W^\dagger=\beta$, so $WU^\dagger$ commutes with $\beta$ and $W=\mathrm{diag}(w_+,w_-)U$. Its blocks are $w_\pm h_\pm w_\pm^\dagger$: the spectra are fixed, but the operators are not. An operator identity between blocks therefore needs a stated choice of $U$.

## (c) The relation between the blocks

**Question.** Let $K$ be complex conjugation in position space, $\Theta=i\sigma_2K$ and $C=i\beta\alpha_2K$. Find how $C$ acts on $h$, and deduce how $h_-[A,V]$ is related to $h_+[-A,-V]$.

**Solution.** The matrix $i\sigma_2$ is real and squares to $-1$, so $\Theta^2=-1$ and $\Theta^{-1}=-\Theta$. Also $\Theta\boldsymbol\sigma\Theta^{-1}=-\boldsymbol\sigma$ and $\Theta\mathbf p\,\Theta^{-1}=-\mathbf p$, while real functions are unchanged. In two-by-two blocks

$$C=\begin{pmatrix}0&\Theta\\-\Theta&0\end{pmatrix},\qquad C^2=\begin{pmatrix}-\Theta^2&0\\0&-\Theta^2\end{pmatrix}=1 .$$

Multiplying out, with $C^{-1}=C$ and $-\Theta=\Theta^{-1}$,

$$C\begin{pmatrix}a&b\\d&e\end{pmatrix}C^{-1}=\begin{pmatrix}\Theta e\Theta^{-1}&-\Theta d\,\Theta^{-1}\\-\Theta b\,\Theta^{-1}&\Theta a\Theta^{-1}\end{pmatrix}. \tag{1}$$

For $h$ the off-diagonal entries need

$$\Theta\,\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)\,\Theta^{-1}=-\boldsymbol\sigma\cdot(-\mathbf p+\mathbf A)=\boldsymbol\sigma\cdot(\mathbf p-\mathbf A).$$

Equation (1) then gives

$$C\,h[A,V]\,C^{-1}=\begin{pmatrix}V-mc^2&-c\,\boldsymbol\sigma\cdot(\mathbf p-\mathbf A)\\-c\,\boldsymbol\sigma\cdot(\mathbf p-\mathbf A)&V+mc^2\end{pmatrix}=-h[-A,-V].$$

The sign is an odd real function, so $C\,S[A,V]\,C^{-1}=-S[-A,-V]$. Equation (1) also gives $C\beta C^{-1}=-\beta$. The two minus signs cancel in $\beta S$ and in $S\beta$, and hence

$$C\,U[A,V]\,C^{-1}=U[-A,-V].$$

Conjugating $UhU^\dagger$ with $C$ now yields

$$C\begin{pmatrix}h_+&0\\0&h_-\end{pmatrix}_{[A,V]}C^{-1}=-\begin{pmatrix}h_+&0\\0&h_-\end{pmatrix}_{[-A,-V]} .$$

By (1) the lower entry on the left is $\Theta h_+[A,V]\Theta^{-1}$. Equating the lower entries and renaming $(A,V)\to(-A,-V)$ gives

$$\boxed{\,h_-[A,V]=-\Theta\,h_+[-A,-V]\,\Theta^{-1}\,}$$

"Conjugated" thus means conjugation together with the spin rotation $i\sigma_2$, and the magnetic field must be reversed with the potential. Physically, $h_+[-A,-V]$ is the Hamiltonian of a positron, a particle of opposite charge in the same field, and $-h_-[A,V]$ is its image under $\Theta$: the two have the same spectrum, but for $\mathbf A\ne0$ they are in general different operators.

If $\|V\|\ge mc^2$, as for a point nucleus, the estimate in (a) no longer applies. The argument of this part still works wherever $h$ has a gap at zero and $G$ has a bounded inverse, but these must then be established separately. If a level passes through zero, the division into positive and negative energies used here changes.

## (d) When can the conjugation be dropped?

**Question.** Use $M=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ to find a relation without complex conjugation. What does it say about the terms of $h_\pm$ of each order in $V$?

**Solution.** $M$ is unitary and linear, and

$$M\begin{pmatrix}a&b\\d&e\end{pmatrix}M^{-1}=\begin{pmatrix}e&-d\\-b&a\end{pmatrix}.$$

Hence $M\beta M^{-1}=-\beta$ and $M\,h[A,V]\,M^{-1}=-h[A,-V]$. The reasoning of (c) applies unchanged, with $M$ for $C$, and gives

$$h_-[A,V]=-h_+[A,-V].$$

For $\mathbf A=0$ the two relations together imply $\Theta h_+[V]\Theta^{-1}=h_+[V]$, which is time-reversal symmetry, and $\Theta$ as a whole, complex conjugation together with the spin rotation, may be omitted from the boxed relation.

Where $h_+[V]=\sum_n h^{(n)}$ can be expanded in powers of $V$, the negative block is

$$h_-[V]=-\sum_n(-1)^n h^{(n)} .$$

Terms of odd order are the same in both blocks and terms of even order change sign. In the nonrelativistic limit $h_+\approx mc^2+p^2/2m+V$, so $h_-\approx-(mc^2+p^2/2m)+V$: the rest and kinetic energies change sign, the potential does not.

**Numerical check.** Irregular random fields $V$ and $\mathbf A$ were represented on 27 plane waves in a periodic box, a matrix of dimension 108. The wave vectors come in pairs $\pm\mathbf k$ and the matrix of $V$ is the same for all four components, so the algebra above carries over. Here the operator norm of the matrix of $V$ gives $\|V\|/mc^2=0.377$, so (a) requires $|E|\ge0.623\,mc^2$ for every level; the smallest $|E|$ is $0.786\,mc^2$. Blocks built from the eigenvectors agree with those from $U$. Both relations hold to about $5\times10^{-11}$ hartree. With $\mathbf A$ and $V$ reversed but $\Theta$ left out altogether, both the complex conjugation and the spin rotation, the largest matrix element of the mismatch is 2025.5 hartree.

## (e) Is a restricted kinetically balanced basis closed under $C$?

**Question.** From here on $\mathbf A=0$. Restricted kinetic balance uses a finite-dimensional space $\mathcal L$ of two-component functions for the upper component and $\mathcal S=\boldsymbol\sigma\cdot\mathbf p\,\mathcal L$ for the lower one. Can $\mathcal L\oplus\mathcal S$ be invariant under $C$ in free space?

**Solution.** $C$ sends $(\varphi,\chi)$ to $(\Theta\chi,-\Theta\varphi)$, so invariance requires $\Theta\mathcal S=\mathcal L$. Applying $\Theta$ and using $\Theta^2=-1$, this is

$$\boldsymbol\sigma\cdot\mathbf p\,\mathcal L=\Theta\mathcal L .$$

Both $\boldsymbol\sigma$ and $\mathbf p$ change sign under $\Theta$, so $\boldsymbol\sigma\cdot\mathbf p$ commutes with it. Applying $\boldsymbol\sigma\cdot\mathbf p$ once more,

$$p^2\mathcal L=\boldsymbol\sigma\cdot\mathbf p\,\Theta\mathcal L=\Theta\,\boldsymbol\sigma\cdot\mathbf p\,\mathcal L=\Theta^2\mathcal L=\mathcal L .$$

The Hermitian operator $p^2$ would map a finite-dimensional space into itself and so would have an eigenvector there, with $(k^2-\lambda)\hat f(\mathbf k)=0$ in momentum space. Then $\hat f$ vanishes except on a sphere, which has zero volume, so $f=0$ as a square-integrable function. This is a contradiction: no such basis in free space is closed under $C$.

A periodic box is different. There plane waves are normalizable, and a set of nonzero $\pm\mathbf k$ with both spins satisfies $\boldsymbol\sigma\cdot\mathbf p\,\mathcal L=\mathcal L=\Theta\mathcal L$.

## (f) Does the spectrum show it?

**Question.** A space that is not closed might still give symmetric eigenvalues. Find a criterion that excludes $\operatorname{spec}H[V]=-\operatorname{spec}H[-V]$ for the matrix $H$ of the restricted basis.

**Solution.** In orthonormal bases of $\mathcal L$ and $\mathcal S$,

$$H[V]=\begin{pmatrix}mc^2+V_{\mathcal L}&cB^\dagger\\cB&-mc^2+V_{\mathcal S}\end{pmatrix},$$

where $B$ is the matrix of $\boldsymbol\sigma\cdot\mathbf p$ from $\mathcal L$ to $\mathcal S$. The trace of the square is

$$\mathrm{Tr}\,H[V]^2=\mathrm{Tr}(mc^2+V_{\mathcal L})^2+\mathrm{Tr}(V_{\mathcal S}-mc^2)^2+2c^2\,\mathrm{Tr}B^\dagger B .$$

Only the terms linear in $V$, namely $2mc^2(\mathrm{Tr}V_{\mathcal L}-\mathrm{Tr}V_{\mathcal S})$, change when $V\to-V$. Therefore

$$\mathrm{Tr}\,H[V]^2-\mathrm{Tr}\,H[-V]^2=4mc^2\left(\mathrm{Tr}V_{\mathcal L}-\mathrm{Tr}V_{\mathcal S}\right).$$

Opposite spectra would have equal sums of squares. Unequal traces of $V$ over $\mathcal L$ and $\mathcal S$ thus prove that the symmetry is broken.

At $V=0$ the defect is invisible. The map $\boldsymbol\sigma\cdot\mathbf p$ has no normalizable zero mode, so $\mathcal L$ and $\mathcal S$ have equal dimension. The singular-value decomposition of $B$ then splits $H$ into blocks $\begin{pmatrix}mc^2&cs\\cs&-mc^2\end{pmatrix}$ with eigenvalues $\pm\sqrt{m^2c^4+c^2s^2}$. The free-particle eigenvalues cannot reveal the fault.

## (g) One Gaussian, worked out

**Question.** Take $V=-V_0e^{-qr^2}$ and one upper function $g\propto e^{-ar^2}$ with fixed spin. Find $E_-[V]+E_+[-V]$, which is zero if the symmetry holds, and its limit for $c\to\infty$.

**Solution.** The lower function is $\boldsymbol\sigma\cdot\mathbf p\,g$, with squared norm $\langle p^2\rangle=2mt$, where $t=\langle p^2\rangle/2m$. Let $V_L$ and $V_S$ be the expectation values of $V$ in the two normalized functions and $\Delta=V_L-V_S$. The matrix

$$\begin{pmatrix}mc^2+V_L&c\sqrt{2mt}\\c\sqrt{2mt}&-mc^2+V_S\end{pmatrix}$$

has half-trace $(V_L+V_S)/2$ and half-difference of diagonal elements $mc^2+\Delta/2$, so

$$E_\pm[V]=\tfrac12(V_L+V_S)\pm\sqrt{(mc^2+\tfrac12\Delta)^2+2mc^2t}.$$

Reversing $V$ reverses $V_L$, $V_S$ and $\Delta$. The averages cancel in the sum:

$$E_-[V]+E_+[-V]=\sqrt{(mc^2-\tfrac12\Delta)^2+2mc^2t}-\sqrt{(mc^2+\tfrac12\Delta)^2+2mc^2t}.$$

The difference of the radicands is $-2mc^2\Delta$ and the sum of the roots approaches $2mc^2$. Their quotient tends to $-\Delta$. The violation is of first order in $V$ and survives the nonrelativistic limit: the electron feels $V$ averaged over $g^2$, the positron feels it averaged over the density of $\boldsymbol\sigma\cdot\mathbf p\,g$.

For the numbers take $V_0=8$ hartree, $q=1\ \mathrm{bohr}^{-2}$, $a=1.5\ \mathrm{bohr}^{-2}$. A Gaussian has $t=3a/2=2.25$ hartree. The density of $g$ is proportional to $e^{-2ar^2}$ and that of $\boldsymbol\sigma\cdot\mathbf p\,g$ to $r^2e^{-2ar^2}$. The radial integrals $\int r^2e^{-br^2}dr\propto b^{-3/2}$ and $\int r^4e^{-br^2}dr\propto b^{-5/2}$ give

$$V_L=-8\,(3/4)^{3/2}=-5.196,\qquad V_S=-8\,(3/4)^{5/2}=-3.897\ \text{hartree},$$

so $\Delta=-1.299$ hartree. Diagonalization gives a violation of 1.2989 hartree, or 35.3 eV. With $c$ a hundred times larger it is 1.2990 hartree, equal to $-\Delta$ at this precision.

## (h) Restoring the symmetry, and larger bases

**Question.** Let $X=\boldsymbol\sigma\cdot\mathbf p/2mc$. Which functions must be added to the balanced pairs $(\varphi,X\varphi)$ to close the space under $C$? What happens to both schemes as the basis grows?

**Solution.** Since $\Theta$ commutes with $\boldsymbol\sigma\cdot\mathbf p$,

$$C(\varphi,X\varphi)=(X\Theta\varphi,-\Theta\varphi)=(-X\varphi',\varphi'),\qquad \varphi'=-\Theta\varphi .$$

These are the functions of dual kinetic balance. They have the upper component appropriate to $E\approx-mc^2$: the upper Dirac equation, $(V+mc^2-E)\varphi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi_S=0$, gives $\varphi_L\approx-X\varphi_S$ there. Because $C^2=1$, the span of both kinds is closed. Its projector $\Pi$ commutes with $C$, so $C\,\Pi h[V]\Pi\,C^{-1}=-\Pi h[-V]\Pi$, and the matrix spectra are opposite.

For the same well, compare the lowest $s_{1/2}$ electron level, $E-mc^2$, with the corresponding positron level, $-E-mc^2$, in the inverted well. $C$ exchanges upper and lower components, so the positron state has its $s$ function in the lower component and a $p_{1/2}$ function in the upper one. Direct integration of the radial Dirac equation gives $-2.99604$ hartree for both. The bases have $n$ Gaussian exponents from 0.2 to 20 bohr$^{-2}$ in each channel; energies are in hartree.

| $n$ | electron, both schemes | positron, restricted | positron, dual |
|---|---|---|---|
| 3 | −2.8586 | −2.4827 | −2.8586 |
| 5 | −2.9924 | −2.9178 | −2.9924 |
| 7 | −2.9960 | −2.9299 | −2.9960 |

Dual balance keeps the two levels equal even where both are poor. In the restricted basis they differ by 0.376, 0.075 and 0.066 hartree. The last value is 1.80 eV, about 2 % of the binding energy, although the electron level is by then within $2\times10^{-5}$ hartree of the integrated one. An accurate electron level is no evidence that the negative-energy states are accurate. For $n=3$ the criterion of (f), summed over the $s_{1/2}$ and $p_{1/2}$ channels, gives $\mathrm{Tr}V_{\mathcal L}-\mathrm{Tr}V_{\mathcal S}=2.210$ hartree; this counts one $m_j$ per channel, and the difference of the sums of squared eigenvalues for $V$ and $-V$, divided by $4mc^2$, gives the same value.

The slow gain from $n=5$ to $n=7$ comes mainly from the diffuse end of the basis. Acting on a $p_{1/2}$ Gaussian, $\boldsymbol\sigma\cdot\mathbf p$ gives an $s$ function proportional to

$$(3-2ar^2)e^{-ar^2}=\nabla\cdot(\mathbf r\,e^{-ar^2}),$$

whose integral over space vanishes. A nodeless ground-state function has a nonzero integral, so the basis must compensate it with a diffuse tail of opposite sign, and the smallest exponent was held fixed. Continuing the $n=7$ sequence of exponents downward with the same ratio confirms this. With the smallest exponent at 0.043, 0.0093 and 0.0020 bohr$^{-2}$ ($n=9$, 11 and 13), the restricted positron level is $-2.9894$, $-2.9954$ and $-2.9960$ hartree. The error of this level thus falls below $10^{-4}$ hartree once diffuse functions are added that the electron level does not need. Packing more exponents into the fixed range from 0.2 to 20 bohr$^{-2}$ also lowers the error, but slowly: at $n=13$ it is still 0.042 hartree.

The remaining values are in the numerical output.

## Computed values

```
speed of light c = 137.035999 a.u.
rest energy mc^2 = 18778.8651 hartree
plane waves: 27, matrix dimension: 108, box edge: 0.1 bohr
norm of V / mc^2 = 0.3769
smallest |energy| / mc^2 = 0.7857
smallest eigenvalue of beta S + S beta = 1.2107
max error, conjugated relation = 4.4e-11 hartree
max error, linear relation (V flipped only) = 5.1e-11 hartree
control, A and V flipped, no conjugation = 2025.5 hartree
well depth = 8.0 hartree, q = 1.0 bohr^-2
one Gaussian: exponent = 1.5 bohr^-2, t = 2.2500 hartree
one Gaussian: V_L = -5.196152, V_S = -3.897114 hartree
one Gaussian: Delta = -1.299038 hartree
one Gaussian: E-[V] + E+[-V] = 1.298882 hartree
  the same in eV = 35.344 eV
  the same with c 100 times larger = 1.299038 hartree
3 exponents: Tr_L V - Tr_S V = 2.209816 hartree
3 exponents: (Tr H[V]^2 - Tr H[-V]^2)/(4mc^2) = 2.209816 hartree
levels below: electron E - mc^2 in the well, positron -E - mc^2 in the inverted well
integrated equation: electron -2.996040, positron -2.996040 hartree
3 exponents, restricted: electron -2.858585, positron -2.482664 hartree
  positron minus electron = 0.375921 hartree = 10.2293 eV
  smallest cosine between the two s-type spaces = 0.6225
3 exponents, dual: electron -2.858585, positron -2.858585 hartree
5 exponents, restricted: electron -2.992390, positron -2.917843 hartree
  positron minus electron = 0.074547 hartree = 2.0285 eV
  smallest cosine between the two s-type spaces = 0.4948
5 exponents, dual: electron -2.992390, positron -2.992390 hartree
7 exponents, restricted: electron -2.996020, positron -2.929943 hartree
  positron minus electron = 0.066078 hartree = 1.7981 eV
  smallest cosine between the two s-type spaces = 0.4275
7 exponents, dual: electron -2.996020, positron -2.996020 hartree
```
